\section*{Oxygen diffusion by direct octahedral hops in a hexagonal close-packed metal}

\section{The result}

Dissolved oxygen in a hexagonal close-packed (hcp) metal is taken to rest in the octahedral holes between the metal atoms. Let $a$ be the spacing of metal atoms in a basal plane and $c$ the repeat length along the hexagonal axis. An oxygen atom hops to each of its two axial neighbour sites at rate $w$, and to each of its six basal neighbour sites at rate $v$. Its diffusivities along the axis and in the basal plane are then
\begin{equation}
D_c=\frac{c^2w}{4},\qquad D_b=\frac{3a^2v}{2}.
\label{eq:main}
\end{equation}

Both rates are per neighbour. The total axial rate is $W=2w$ and the total basal rate is $V=6v$, so in terms of totals the same result reads $D_c=c^2W/8$ and $D_b=a^2V/4$.

The assumptions are a perfect, unstrained crystal, dilute oxygen, octahedral sites of equal energy, and hops without memory. Every hop goes directly from one octahedral site to another, with no resting place between. The last assumption is doubtful for oxygen in titanium, and it is relaxed below. No physical constant enters the rate algebra, so it has the same form in atomic units; temperature appears only through the energy $kT$.

\section{Where the sites are}

Put the $z$ axis along the hexagonal axis and use the basal vectors
\begin{equation}
\mathbf a_1=a(1,0),\qquad \mathbf a_2=a\left(-\tfrac12,\tfrac{\sqrt3}{2}\right).
\end{equation}
Metal layers alternate between two horizontal positions. The A layers, at $z=0,\pm c,\dots$, have atoms above the origin and its basal translations. The B layers, at $z=\pm c/2,\dots$, are displaced by $(\mathbf a_1+2\mathbf a_2)/3=a(0,1/\sqrt3)$. The third position,
\begin{equation}
C=\frac{2\mathbf a_1+\mathbf a_2}{3}=a\left(\tfrac12,\tfrac{1}{2\sqrt3}\right),
\end{equation}
holds no metal atoms.

Consider the point on a C column at height $c/4$. Its horizontal distance from the A atom at the origin is $a\sqrt{1/4+1/12}=a/\sqrt3$. A threefold axis runs through the column, so there are three such A atoms below. In the same way three B atoms lie above, also at horizontal distance $a/\sqrt3$. All six are $c/4$ away vertically, hence at the common distance
\begin{equation}
R=\sqrt{\frac{a^2}{3}+\frac{c^2}{16}}.
\end{equation}
This is an octahedral hole. The point at $3c/4$ on the same column lies between a B layer and the next A layer and is equivalent to it by reflection in the B plane.

The holes therefore stand directly above one another at spacing $c/2$, although the metal layers do not. They form a simple hexagonal lattice. From any hole the short hops are
\begin{equation}
\left(0,0,\pm\tfrac c2\right)\quad\text{and}\quad
a\left(\cos\tfrac{m\pi}{3},\sin\tfrac{m\pi}{3},0\right),\quad m=0,\dots,5.
\label{eq:hops}
\end{equation}
A combined hop has length $\sqrt{a^2+c^2/4}$, longer than either kind. The second axial neighbour is at $c$ and the second basal neighbour at $\sqrt3\,a$. The eight sites in \eqref{eq:hops} are thus the nearest eight when $a<c<2\sqrt3\,a$.

Each hole is a centre of inversion of the crystal, so the upward and downward rates are equal. Inversion and the threefold axis together make the six basal rates equal. Two rates suffice.

\section{From hops to diffusivities}

Let $p(\mathbf r,t)$ be the probability that the oxygen atom is at site $\mathbf r$, and let $k_{\mathbf d}$ be the rate of the hop $\mathbf d$, equal to $w$ or $v$. Probability arrives from $\mathbf r-\mathbf d$ and leaves from $\mathbf r$:
\begin{equation}
\frac{dp(\mathbf r)}{dt}=\sum_{\mathbf d}k_{\mathbf d}
\left[p(\mathbf r-\mathbf d)-p(\mathbf r)\right].
\label{eq:master}
\end{equation}
Multiply by $r_ir_j$ and sum over sites. In the arrival term rename $\mathbf r-\mathbf d$ as $\mathbf r$:
\begin{align}
\frac{d}{dt}\langle r_ir_j\rangle
&=\sum_{\mathbf r}p(\mathbf r)\sum_{\mathbf d}k_{\mathbf d}
\left[(r_i+d_i)(r_j+d_j)-r_ir_j\right]\nonumber\\
&=\sum_{\mathbf d}k_{\mathbf d}
\left[\langle r_i\rangle d_j+d_i\langle r_j\rangle+d_id_j\right].
\end{align}
Hops $\mathbf d$ and $-\mathbf d$ have equal rates, so $\sum k_{\mathbf d}\mathbf d=0$ and the first two terms vanish. What remains is constant in time:
\begin{equation}
\frac{d}{dt}\langle r_ir_j\rangle=\sum_{\mathbf d}k_{\mathbf d}d_id_j.
\label{eq:moment}
\end{equation}

The diffusion equation $\partial_tn=\sum_{ij}D_{ij}\partial_i\partial_jn$, with $n$ normalized to one atom, gives the same moment after two integrations by parts:
\begin{equation}
\frac{d}{dt}\langle r_ir_j\rangle
=\int n\sum_{lm}D_{lm}\partial_l\partial_m(r_ir_j)\,d^3r=2D_{ij}.
\end{equation}
The last step uses $D_{ij}=D_{ji}$. Comparison with \eqref{eq:moment} yields
\begin{equation}
D_{ij}=\frac12\sum_{\mathbf d}k_{\mathbf d}d_id_j.
\label{eq:D}
\end{equation}

Along the axis only the two vertical hops contribute:
\begin{equation}
D_c=\frac12\cdot2w\left(\frac c2\right)^2=\frac{c^2w}{4}.
\end{equation}
In the basal plane two hops have $d_x=\pm a$ and four have $d_x=\pm a/2$, while four have $d_y=\pm\sqrt3a/2$ and two have $d_y=0$:
\begin{align}
\sum d_x^2&=2a^2+4\cdot\frac{a^2}{4}=3a^2, &
\sum d_y^2&=4\cdot\frac{3a^2}{4}=3a^2.
\end{align}
The four products $d_xd_y=\pm\sqrt3a^2/4$ cancel in pairs. Hence $D_{xx}=D_{yy}=3a^2v/2$ and $D_{xy}=0$. No hop has both a vertical and a horizontal part, so $D_{xz}=D_{yz}=0$ too. This proves \eqref{eq:main}.

For a direction at angle $\theta$ to the hexagonal axis, projecting the tensor on the unit vector gives
\begin{equation}
D(\theta)=D_c\cos^2\theta+D_b\sin^2\theta.
\end{equation}
This is the coefficient for the flux along a concentration gradient in that direction, as at a surface whose normal is tilted by $\theta$.

\section{The same factors from a flux}

Counting atoms that cross a plane gives a second derivation. Let $n(z)$ be the number of oxygen atoms per volume. Site layers are $h=c/2$ apart, so a layer holds $hn$ atoms per area. Each atom hops up at rate $w$, and each atom in the next layer hops down at rate $w$. The net upward flux is
\begin{equation}
J=wh\left[n(z)-n(z+h)\right]\simeq-wh^2\frac{\partial n}{\partial z}.
\end{equation}
Fick's law $J=-D_c\,\partial n/\partial z$ gives $D_c=wh^2=c^2w/4$.

For the basal plane, take the gradient along $y$. Sites form rows parallel to $x$, a distance $h=\sqrt3a/2$ apart. Each site has two neighbours in the next row, so $w$ is replaced by $2v$:
\begin{equation}
D_b=2v\cdot\frac{3a^2}{4}=\frac{3a^2v}{2}.
\end{equation}
The two hops within a row move atoms without changing $y$.

\section{How smooth must the profile be?}

The moment law holds at all times, but Fick's equation describes a whole profile only if it varies slowly between sites. Insert a concentration wave $e^{i\mathbf k\cdot\mathbf r-\Gamma t}$ into \eqref{eq:master}. Pairing opposite hops gives the decay rate
\begin{equation}
\Gamma(\mathbf k)=\sum_{\mathbf d}k_{\mathbf d}
\left[1-\cos(\mathbf k\cdot\mathbf d)\right].
\end{equation}
For a wave along the axis,
\begin{align}
\Gamma&=2w\left[1-\cos\frac{kc}{2}\right]
=2w\left[\frac{k^2c^2}{8}-\frac{k^4c^4}{384}+\dots\right]\nonumber\\
&=D_ck^2\left[1-\frac{k^2c^2}{48}+\dots\right].
\end{align}
For a basal wave at angle $\phi$, the sums over the six hops are $\sum\cos^2(\phi-m\pi/3)=3$ and $\sum\cos^4(\phi-m\pi/3)=9/4$, because the terms oscillating in $\phi$ cancel. Therefore
\begin{equation}
\Gamma=v\left[\frac{3k^2a^2}{2}-\frac{1}{24}\cdot\frac{9k^4a^4}{4}+\dots\right]
=D_bk^2\left[1-\frac{k^2a^2}{16}+\dots\right].
\end{equation}

The opposite limit is a concentration that alternates from one site layer to the next, $k=2\pi/c$. The hopping model gives $\Gamma=4w$, whereas $D_ck^2=\pi^2w$. Fick's equation then overstates the decay rate by the factor $\pi^2/4\approx2.5$.

\section{Anisotropy and its change with temperature}

Dividing the two results gives
\begin{equation}
\frac{D_b}{D_c}=\frac{6a^2}{c^2}\,\frac vw.
\label{eq:ratio}
\end{equation}
Equal rates do not mean equal diffusivities. For close-packed spheres $c^2/a^2=8/3$, and $w=v$ gives a ratio of $9/4$. Diffusion is isotropic when $w/v=6a^2/c^2$. If basal hops are blocked, $v\to0$, oxygen moves only along its column; if $w\to0$, it stays in its layer.

Suppose the rates follow Arrhenius laws with a common prefactor $\nu$:
\begin{equation}
w=\nu e^{-E_w/kT},\qquad v=\nu e^{-E_v/kT}.
\end{equation}
Setting \eqref{eq:ratio} to one and taking the logarithm gives the crossing temperature
\begin{equation}
kT_\times=\frac{E_v-E_w}{\ln(6a^2/c^2)}.
\label{eq:cross}
\end{equation}
For $c<\sqrt6\,a$ the logarithm is positive, so a crossing requires $E_v>E_w$. Axial diffusion is then faster below $T_\times$ and basal diffusion above it.

\section{What if two atoms want the same site?}

Let $n_i=0$ or $1$ be the occupation of site $i$, and let $k_{ij}=k_{ji}$ be the rate between neighbours. If the only interaction is that a site cannot hold two atoms,
\begin{align}
\frac{d\langle n_i\rangle}{dt}
&=\sum_jk_{ij}\left\langle n_j(1-n_i)-n_i(1-n_j)\right\rangle\nonumber\\
&=\sum_jk_{ij}\left(\langle n_j\rangle-\langle n_i\rangle\right).
\end{align}
The products cancel, and the mean concentration obeys the dilute equation at any filling. Equation \eqref{eq:main} therefore survives site exclusion for net transport. The argument does not cover the motion of one tagged atom, nor forces between oxygen atoms on neighbouring sites, which change energies and barriers.

\section{When a side site opens}

A hexahedral site lies in an A plane on a B column. It has three metal neighbours in the plane at distance $a/\sqrt3$ and two on the column at $\pm c/2$. The three surrounding C columns each offer octahedral holes at $\pm c/4$, so it touches six of them. Equivalent sites lie in B planes on A columns. Each octahedral hole likewise touches six hexahedral sites, and the two kinds are equally numerous.

Let $\lambda$ be the rate from an octahedral hole into each hexahedral neighbour and $\mu$ the rate back out to each octahedral neighbour. Balance requires $6\lambda p_O=6\mu p_H$ with $p_O+p_H=1$, so the fraction of time spent in octahedral sites is
\begin{equation}
p_O=\frac{\mu}{\lambda+\mu}.
\end{equation}
A hop between the two kinds of site covers $c/4$ vertically and $a/\sqrt3$ horizontally. From either kind, the six such hops satisfy
\begin{equation}
\sum d_z^2=\frac{6c^2}{16}=\frac{3c^2}{8},\qquad
\sum d_x^2=\frac12\cdot6\cdot\frac{a^2}{3}=a^2.
\end{equation}
They also sum to zero, since up and down cancel and each horizontal triangle of vectors cancels. The cross terms in the moment equation thus vanish for each kind of site separately, and successive hops add without correlation. Using $p_H\mu=p_O\lambda$,
\begin{align}
2D_c&=p_O\left[\frac{c^2w}{2}+\frac{3c^2\lambda}{8}\right]
+p_H\mu\frac{3c^2}{8}
=p_Oc^2\left[\frac w2+\frac{3\lambda}{4}\right],\\
2D_b&=p_O\left[3a^2v+a^2\lambda\right]+p_H\mu a^2
=p_Oa^2\left[3v+2\lambda\right].
\end{align}
Hence
\begin{equation}
D_c=p_Oc^2\left(\frac w4+\frac{3\lambda}{8}\right),\qquad
D_b=p_Oa^2\left(\frac{3v}{2}+\lambda\right).
\label{eq:side}
\end{equation}
These values use the balanced occupations $p_O$ and $p_H$, which are reached after a time long compared with $1/[6(\lambda+\mu)]$; an atom started on an octahedral site first spreads at a different rate. They also need dilute oxygen: with $\lambda\neq\mu$ the products in the exclusion argument no longer cancel. Setting $\lambda=0$ restores \eqref{eq:main}. If the side route acts alone, $D_b/D_c=8a^2/(3c^2)$, which is one for close-packed spheres.

For short stays in the side site, $\mu\gg\lambda$ and $p_O\to1$. Equations \eqref{eq:side} then look like direct hopping with rates $w+3\lambda/2$ and $v+2\lambda/3$. Two measured diffusivities can be fitted by two direct rates even when many atoms take the side route, so such a fit does not establish the mechanism.

\section{Worked example: a ten-hour anneal}

Take $a=0.295$ nm and $c=0.468$ nm, rough values for alpha-titanium, at 900 K, where $kT=0.077556$ eV. The model barriers are $E_w=1.95$ eV and $E_v=2.00$ eV, with $\nu=10^{13}$ s$^{-1}$. The rates are
\begin{align}
w&=10^{13}\,e^{-1.95/0.077556}=120.4\ \text{s}^{-1},\\
v&=10^{13}\,e^{-2.00/0.077556}=63.17\ \text{s}^{-1}.
\end{align}
The mean stay on a site is $1/(2w+6v)=1.6$ ms. With $1\ \text{nm}^2=10^{-14}\ \text{cm}^2$,
\begin{align}
D_c&=\tfrac14(0.468)^2(120.4)\times10^{-14}
=6.59\times10^{-14}\ \text{cm}^2/\text{s},\\
D_b&=\tfrac32(0.295)^2(63.17)\times10^{-14}
=8.25\times10^{-14}\ \text{cm}^2/\text{s}.
\end{align}
These are 659 and 825 \AA$^2$/s. The third digit serves to follow the arithmetic; the barriers do not justify it. A numerical solution of \eqref{eq:master}, started from one site with these rates, gives the same two diffusivities to all digits in the numerical output.

Axial hops are 1.91 times as frequent per neighbour, yet basal diffusion is faster by the factor $2.384/1.905=1.25$. At 45 degrees to the axis the diffusivity is the mean of the two, $7.42\times10^{-14}$ cm$^2$/s. Equation \eqref{eq:cross} gives $kT_\times=0.05/\ln2.384=0.0576$ eV, or 668 K. The anneal lies above this temperature, in agreement with the faster basal transport.

After $t=36\,000$ s the root-mean-square displacement in an unbounded crystal is $\sqrt{2D_ct}=689$ nm along the axis and $\sqrt{2D_bt}=771$ nm along one basal direction. These lengths set the scale of penetration within the model and are not a prediction for titanium: lowering both barriers by 0.1 eV lengthens them by a factor 1.9. A surface profile also depends on how oxygen is supplied.

\section{What the model leaves out}

\paragraph{Side sites.} Let the side route add a share $s$ of the direct diffusivity, with short stays and the same prefactor. Equation \eqref{eq:side} requires $\lambda=2sw/3$ for the axial share and $\lambda=3sv/2$ for the basal share. The corresponding entrance barriers are
\begin{equation}
E_w+kT\ln\frac{3}{2s},\qquad E_v+kT\ln\frac{2}{3s}.
\end{equation}
For $s=1$ they are 1.98 and 1.97 eV; for $s=0.1$ they are 2.16 and 2.15 eV. In this example a side barrier must exceed about 2.16 eV to add less than 10\% in both directions.

\paragraph{Barrier error.} Lowering both barriers by 0.1 eV multiplies both diffusivities by $e^{0.1/kT}=3.6$.

\paragraph{Tunnelling.} Take a parabolic barrier top whose frequency equals $\nu$, and let $u=h\nu/kT=0.0414/0.07756=0.53$. At energy $xkT$ from the top the transmission is $1/(1+e^{-2\pi x/u})$. Its thermal average, relative to classical crossing, is
\begin{equation}
\int_{-\infty}^{\infty}\frac{e^{-x}\,dx}{1+e^{-2\pi x/u}}
=\frac{u/2}{\sin(u/2)}\simeq1+\frac{u^2}{24}.
\end{equation}
The integral converges for $u<2\pi$, and the last form holds for small $u$. The gain here is 1.2\%. Quantization of the vibrations in the well is not included.

\paragraph{Smaller geometric effects.} A rough linear expansion of $10^{-5}$ K$^{-1}$ over 600 K raises $D$ by 1.2\% through the hop lengths, at fixed rates. For profiles with $k$ equal to the inverse root-mean-square displacement, the continuum correction is about $10^{-8}$ of the decay rate.

\paragraph{Crowding.} With 1\% of sites filled at random, the chance that at least one of eight neighbours is occupied is $1-0.99^8=7.7\%$. This measures how often interactions could matter, not the resulting change in $D$.

\paragraph{The real metal.} Oxygen diffusion in alpha-titanium has an activation energy of roughly 2 eV, which is why the model barriers lie there. They are not titanium's direct-hop barriers. First-principles calculations put the direct axial barrier well above 2 eV and give intermediate sites a large part in the transport, so 1.95 eV is far from typical for that single step. Each 0.1 eV added to $E_w$ divides the direct axial term by 3.6 at 900 K, while a side barrier near 1.98 eV would by itself supply as much axial diffusion as the model's direct hops. The direct basal step is doubtful too: its straight path passes through the midpoint of a bond between an A atom and a B atom, $\sqrt{a^2/12+c^2/16}=0.145$ nm from each. This is the crowdion position, another candidate intermediate site. The ratio 1.25 and the crossing at 668 K come from the chosen barriers and are not properties of titanium; the hexahedral route alone gives $8a^2/(3c^2)=1.06$ at every temperature. For titanium, then, \eqref{eq:side} is the safer starting point, and other intermediate sites may need their own terms. Equation \eqref{eq:main} applies where direct hops have been shown to dominate.

\section*{Computed values}
\begin{verbatim}
lattice length a = 0.295 nm
lattice length c = 0.468 nm
hole to metal distance = 0.2066 nm
axial hop length c/2 = 0.234 nm
next hole shell (not used) = 0.3765 nm
temperature = 900 K
thermal energy kT = 0.07756 eV
rate prefactor = 1.0e+13 1/s
axial barrier = 1.95 eV
basal barrier = 2.00 eV
axial rate per neighbour w = 120.36 1/s
basal rate per neighbour v = 63.17 1/s
mean stay on a site = 1.614 ms
D axial, formula = 6.5904e-14 cm2/s
D axial, master equation = 6.5904e-14 cm2/s
D basal, formula = 8.2457e-14 cm2/s
D basal x, master equation = 8.2457e-14 cm2/s
D basal y, master equation = 8.2457e-14 cm2/s
D axial converted = 659.04 angstrom2/s
D basal converted = 824.57 angstrom2/s
D at 45 degrees = 7.4181e-14 cm2/s
ratio D basal / D axial = 1.2512
ratio if w = v, 6a^2/c^2 = 2.3840
rate ratio w/v = 1.9054
equal-diffusivity temperature = 667.9 K
anneal time = 36000 s
rms axial displacement = 688.8 nm
rms displacement along one basal axis = 770.5 nm
Neglected effects:
side barrier adding 10 % axial = 2.160 eV
side barrier adding 10 % basal = 2.147 eV
side barrier adding 100 % axial = 1.981 eV
side barrier adding 100 % basal = 1.969 eV
factor in D from 0.1 eV barrier error = 3.63
barrier-top quantum h*nu = 0.0414 eV
tunnelling gain in rate = 1.19 %
assumed linear expansion = 1.0e-05 1/K
hop-length gain in D from 300 K = 1.20 %
assumed site filling = 1.0 %
chance of an occupied neighbour = 7.73 %
axial continuum error at k=1/depth = 9.6e-09
basal continuum error at k=1/depth = 9.2e-09
\end{verbatim}
